# Core-Level Shifts and the Frozen-Core Approximation: Manganese as Counter-Example

## What the answer can depend on

Let a core electron have the Hamiltonian \(H\), and let a new chemical environment add the potential energy \(v\). Replace \(v\) by \(v+C\), with \(C\) a constant. Every eigenvalue rises by \(C\), and every eigenfunction stays as it was:

\[
(H+v)\psi=E\psi\quad\Longrightarrow\quad (H+v+C)\psi=(E+C)\psi .
\]

This symmetry suggests the form of the answer. The rotation of an orbital cannot depend on a constant added to \(v\). It is driven by how \(v\) varies over the orbital; values of \(v\) elsewhere act by changing the other levels. A rotation angle is dimensionless, so the variation, an energy, must be divided by another energy. The natural one is the gap to the other levels:

\[
\text{rotation}\sim\frac{\text{spread of }v}{\text{gap}},\qquad
\text{energy of relaxation}\sim\frac{(\text{spread of }v)^2}{\text{gap}} .
\]

The second estimate is quadratic because the energy is stationary with respect to the orbitals. Both are proved below as upper bounds for one orbital; the actual values can lie well below them.

The frozen-core approximation takes the core orbitals from a reference system, such as the atom, and keeps them in the molecule. It assumes that these orbitals do not change; it does not assume that their eigenvalues stay put. The claim to be refuted is therefore this: "the core levels differ by a large common amount between two systems, so the core cannot be frozen."

Hartree atomic units are used: energies in hartree (\(E_{\rm h}\)), lengths in bohr. The atomic calculations are nonrelativistic unrestricted Hartree–Fock in a finite Gaussian basis. They omit correlation and relativity, so they test the freezing of orbitals within a mean field. Whether core electrons may be left uncorrelated is a separate question.

## The counter-example: manganese loses its 4s pair

Take the Mn atom, \(3d^54s^2\), and the ion Mn²⁺, \(3d^5\). Both are spherical. Losing both 4s electrons is a severe change of the valence shell. The core levels, averaged over spin, respond as follows.

| Shell | Mn (\(E_{\rm h}\)) | Mn²⁺ (\(E_{\rm h}\)) | Shift (\(E_{\rm h}\)) |
|---|---|---|---|
| 1s | −240.536 | −241.188 | −0.652 |
| 2s | −29.117 | −29.757 | −0.640 |
| 2p | −24.816 | −25.460 | −0.644 |
| 3s | −3.819 | −4.457 | −0.638 |
| 3p | −2.481 | −3.127 | −0.646 |

The basis is not converged to the digits shown: near the Hartree–Fock limit the levels lie up to \(0.007\,E_{\rm h}\) higher and the shifts are about \(0.001\,E_{\rm h}\) smaller in magnitude. Levels that span two orders of magnitude all move by nearly the same amount. Over the ten electrons of the [Ne] core, 1s²2s²2p⁶, the mean shift is

\[
\frac{2(-0.6523)+2(-0.6402)+6(-0.6440)}{10}=-0.645\,E_{\rm h}=-17.5\ \text{eV}.
\]

If this were an error per electron, freezing the core would cost about \(6.4\,E_{\rm h}\). The cost can be computed directly. Take the [Ne] orbitals of the neutral atom, keep them fixed in Mn²⁺, and optimize the remaining orbitals. The energy lies above the fully relaxed ion by

\[
E_{\rm frozen}-E_{\rm relaxed}=1.5\times10^{-6}\,E_{\rm h}=4.2\times10^{-5}\ \text{eV}.
\]

For the neutral atom its own core is already optimal, so this is also the error in the double ionization energy. The relaxed value is

\[
-1149.024-(-1149.784)=0.760\,E_{\rm h}=20.7\ \text{eV},
\]

and the relative error is \(1.5\times10^{-6}/0.760=2\times10^{-6}\). A larger basis lowers both total energies by about \(0.086\,E_{\rm h}\) and gives \(0.759\,E_{\rm h}\) for their difference; the frozen-core error stays at \(1.5\times10^{-6}\,E_{\rm h}\). The large common shift and the excellent frozen core occur together, which refutes the claim.

### Why the potential is nearly uniform

Let \(P(s)\,ds\) be the number of 4s electrons between radii \(s\) and \(s+ds\). By the shell theorem, charge inside \(r\) acts as if it sat at the centre, and a shell outside \(r\) gives the constant potential \(1/s\). Leaving exchange aside for the moment,

\[
v(r)=\frac1r\int_0^rP(s)\,ds+\int_r^\infty\frac{P(s)}{s}\,ds .
\]

At the nucleus \(v(0)=\int_0^\infty P(s)/s\,ds\). Subtraction gives

\[
v(0)-v(r)=\int_0^rP(s)\left(\frac1s-\frac1r\right)ds\ge0 .
\]

All 4s charge contributes to \(v(0)\), but only the charge inside \(r\) makes the potential vary. A valence shell that lies mostly outside the core thus produces a plateau whose height far exceeds its variation over the core. Making the shell more diffuse flattens the plateau further but lowers it.

The calculation gives \(v(0)=0.755\,E_{\rm h}\) for the pair. The mean of its full potential, including exchange, over the 1s orbital of spin α is \(0.743\,E_{\rm h}\). The standard deviation, defined precisely below, is \(0.0011\,E_{\rm h}\). The Coulomb part alone, which the argument above describes, has a standard deviation of \(0.0041\,E_{\rm h}\) over the 1s orbital; exchange cancels most of it. Both are far below the height of the plateau. The potentials quoted here and in the next subsection move by \(0.001\)–\(0.002\,E_{\rm h}\) in a larger basis.

### Why the shift is smaller than the removed potential

Averaged over the ten core electrons, the removed 4s potential is \(7.326/10=0.733\,E_{\rm h}\). With all other orbitals held fixed, the mean level would therefore fall by this amount. The observed fall is \(0.645\,E_{\rm h}\).

The frozen-core calculation accounts for the difference. There the [Ne] orbitals cannot change, while 3s, 3p and 3d relax. The mean expectation value of the Fock operator in the frozen core orbitals shifts by \(-0.6453\,E_{\rm h}\), against \(-0.6449\,E_{\rm h}\) with everything relaxed. So

\[
-0.7326+0.0873=-0.6453\,E_{\rm h}.
\]

The term \(+0.0873\,E_{\rm h}\) is the increased repulsion from the relaxed outer shells. The core orbitals play no part in it. A frozen core thus reproduces the very shift that was taken as evidence against it.

## A solvable case: charge on a sphere

The effect of penetration can be followed by hand. Put a hydrogenic 1s electron, with nuclear charge \(Z\), inside a sphere of radius \(R\) that carries charge \(-q\). Then

\[
v(r)=\frac{q}{\max(r,R)}=\frac qR+w(r),\qquad
w(r)=\begin{cases}0,&r<R,\\[2pt] q\left(\dfrac1r-\dfrac1R\right),&r>R.\end{cases}
\]

The normalized radial density is \(4Z^3r^2e^{-2Zr}\). To first order in \(q\) the level shifts by \(q/R+\langle w\rangle\), where

\[
\langle w\rangle=4Z^3q\int_R^\infty\left(r-\frac{r^2}{R}\right)e^{-2Zr}\,dr .
\]

With \(a=2Z\), integration by parts gives

\[
\int_R^\infty re^{-ar}dr=e^{-aR}\left(\frac Ra+\frac1{a^2}\right),
\]
\[
\int_R^\infty r^2e^{-ar}dr=e^{-aR}\left(\frac{R^2}{a}+\frac{2R}{a^2}+\frac2{a^3}\right).
\]

Divide the second by \(R\) and subtract it from the first. The terms \(R/a\) cancel, and

\[
\langle w\rangle=-4Z^3q\,e^{-aR}\left(\frac1{a^2}+\frac{2}{a^3R}\right)
=-q\,e^{-2ZR}\left(Z+\frac1R\right),
\]

because \(4Z^3/a^2=Z\) and \(8Z^3/a^3=1\). The departure from a constant shift is exponentially small once the shell lies well outside the orbital.

For \(Z=3\), \(q=1\) and \(R=2\), the formula gives \(0.5-0.0000215=0.499978\,E_{\rm h}\), in agreement with direct diagonalization. The sine of the orbital rotation angle is \(3\times10^{-4}\). For \(R=0.5\), where the shell cuts through the orbital, the first-order shift is \(2-0.249=1.751\,E_{\rm h}\), the full shift is \(1.716\,E_{\rm h}\), and the sine has grown to \(0.105\). Here the potential is no longer uniform over the orbital, and freezing it would be poor.

## The general statement

Let \(H\) be a Hermitian one-electron operator with \(H\varphi=\varepsilon\varphi\) and \(\langle\varphi|\varphi\rangle=1\). Add a Hermitian \(v\), which may be nonlocal, as exchange is. Define

\[
m=\langle\varphi|v|\varphi\rangle,\qquad
\sigma=\|(v-m)\varphi\|,\qquad \mu=\varepsilon+m .
\]

For a local potential, \(\sigma\) is the standard deviation of \(v\) over the density \(|\varphi|^2\).

Let \(\varepsilon'\) be the nondegenerate level of \(H'=H+v\) that corresponds to \(\varepsilon\), and let \(\delta>0\) be the distance from \(\mu\) to all other levels of \(H'\). Assume that \(\mu\) lies between the neighbours of \(\varepsilon'\). If \(\theta\) is the angle between \(\varphi\) and the new orbital, then

\[
\boxed{\ \sin\theta\le\frac{\sigma}{\delta},\qquad
|\varepsilon'-(\varepsilon+m)|\le\frac{\sigma^2}{\delta}\ }
\]

The mean moves the level, and the spread limits the rotation. If \(v\varphi=C\varphi\), then \(m=C\) and \(\sigma=0\): the orbital is unchanged and its level moves by \(C\). It suffices that \(v\) is constant where \(\varphi\) has amplitude. Real orbitals have tails, so for them this is an approximation, and \(\sigma\) measures its quality.

### Proof for the orbital

Since \(H\varphi=\varepsilon\varphi\),

\[
(H'-\mu)\varphi=(\varepsilon+v-\varepsilon-m)\varphi=(v-m)\varphi .
\]

Expand \(\varphi=\sum_kc_k\psi_k\) in the orthonormal eigenfunctions of \(H'\), with levels \(\varepsilon_k\) and \(\varepsilon_0=\varepsilon'\). A continuum would turn part of the sum into an integral. Taking the squared norm of both sides gives

\[
\sigma^2=\sum_k|c_k|^2(\varepsilon_k-\mu)^2
\ge\delta^2\sum_{k\ne0}|c_k|^2=\delta^2\sin^2\theta .
\]

The inequality drops the nonnegative term \(k=0\) and uses \(|\varepsilon_k-\mu|\ge\delta\) for the others. The last step holds because \(|c_0|^2=\cos^2\theta\).

### Proof for the level

Let \(b\) be the next level above \(\varepsilon'\). No level lies strictly between them, so \((\varepsilon_k-\varepsilon')(\varepsilon_k-b)\ge0\) for every \(k\). Average this with the weights \(|c_k|^2\), and write each factor relative to \(\mu\):

\[
0\le\langle\varphi|(H'-\mu+\mu-\varepsilon')(H'-\mu+\mu-b)|\varphi\rangle
=\sigma^2+(\mu-\varepsilon')(\mu-b).
\]

The terms linear in \(H'-\mu\) vanish because \(\langle\varphi|H'|\varphi\rangle=\mu\). With \(b>\mu\) this becomes

\[
\mu-\varepsilon'\le\frac{\sigma^2}{b-\mu}\le\frac{\sigma^2}{\delta}.
\]

The same argument with the next lower level \(a<\mu\) gives \(\varepsilon'-\mu\le\sigma^2/(\mu-a)\le\sigma^2/\delta\). If there is no lower level, the variational principle gives \(\varepsilon'\le\mu\) at once. This completes the proof.

### The bounds in manganese

Let \(H\) be the Fock operator of the neutral atom for spin α, and remove the 4s-pair potential without letting anything else relax. The added potential is then minus that of the pair, which reverses the sign of \(m\) and leaves \(\sigma\) unchanged.

| Orbital | \(\sigma\) (\(E_{\rm h}\)) | \(\delta\) (\(E_{\rm h}\)) | \(\sigma/\delta\) | \(\sin\theta\) |
|---|---|---|---|---|
| 1s | 0.00111 | 211 | 5.2×10⁻⁶ | 4.5×10⁻⁶ |
| 2s | 0.00226 | 4.30 | 5.3×10⁻⁴ | 7.8×10⁻⁵ |
| 3s | 0.00398 | 1.29 | 3.1×10⁻³ | 8.0×10⁻⁴ |

For 2s the arithmetic is \(0.00226/4.30=5.3\times10^{-4}\). The bound is cautious here: \(\delta\) counts all levels, although a spherical potential cannot mix 2s with 2p. For 3s, the level differs from \(\varepsilon+m\) by \(2.6\times10^{-6}\,E_{\rm h}\), below the bound of \(1.2\times10^{-5}\,E_{\rm h}\).

From 1s to 3s the spread grows less than fourfold, while the computed rotation grows by a factor of about 180. The tabulated \(\delta\) for 3s is the distance to 3p, which does not mix with 3s either. The ratio \(\sigma/\sin\theta\) measures the distance to the levels that do mix; it falls from about \(250\) to about \(5\,E_{\rm h}\). For this unrelaxed 4s-pair potential the gap, more than the flatness of the potential, distinguishes the rigid inner orbitals from the softer outer ones. The relaxing 3s, 3p and 3d shells add a further potential that is not included in this table. The tabulated angles also include mixing with other occupied orbitals, which leaves the determinant unchanged, so they are not a direct measure of the frozen-core error.

The theorem also covers two converged calculations, if \(v\) is taken as the entire difference of their Fock operators, relaxation included.

## Where the shift enters the frozen-core energy

The common shift is not lost when the core is frozen. Let \(P_\sigma\) be the density matrix of spin \(\sigma\) (here a spin label), \(h\) the one-electron Hamiltonian, and \(G_\sigma[P]\) the Coulomb potential of all electrons minus the exchange of spin \(\sigma\). The Hartree–Fock energy is

\[
E=\sum_\sigma{\rm tr}\,P_\sigma h+\tfrac12\sum_\sigma{\rm tr}\,P_\sigma G_\sigma[P].
\]

Split \(P=P^c+P^v\) into core and valence. Since \(G\) is linear, the cross terms are

\[
\tfrac12\sum_\sigma\left({\rm tr}\,P^c_\sigma G_\sigma[P^v]+{\rm tr}\,P^v_\sigma G_\sigma[P^c]\right).
\]

The two traces are equal after summation over spin, because the Coulomb and exchange integrals are unchanged when the two electrons are interchanged. Hence

\[
E=E_c+\sum_\sigma{\rm tr}\,P^v_\sigma\left(h+G_\sigma[P^c]\right)
+\tfrac12\sum_\sigma{\rm tr}\,P^v_\sigma G_\sigma[P^v],
\]

where \(E_c\) depends on the core alone. If the valence density changes by \(\Delta P^v\) at fixed core, the core levels shift by a total of

\[
\sum_\sigma{\rm tr}\,P^c_\sigma G_\sigma[\Delta P^v]
=\sum_\sigma{\rm tr}\,\Delta P^v_\sigma G_\sigma[P^c].
\]

The right side is the change of the valence electrons' interaction with the frozen core, which the frozen-core energy already contains. For the [Ne] core and the 4s pair, both sides were evaluated separately and give \(7.3263\,E_{\rm h}\) in this basis (\(7.315\,E_{\rm h}\) in a larger one). Adding the level shifts as a correction would count this interaction twice.

An external constant \(C\), acting on all electrons, is equally harmless. It adds \(CN\) to the energy of every \(N\)-electron state, so the optimal orbitals, and with them the self-consistent field, are unchanged.

## The frozen-core error is quadratic

Let the real parameters \(\kappa\) rotate core orbitals into empty ones, and let \(y\) do the same for valence orbitals. Rotations among occupied orbitals of one spin leave the determinant unchanged and are omitted. Around a stable reference minimum, a weak perturbation \(\lambda w\) gives, up to second order and apart from terms independent of \(\kappa\) and \(y\),

\[
E=\lambda g_c^T\kappa+\lambda g_v^Ty
+\tfrac12\kappa^TA\kappa+\kappa^TBy+\tfrac12y^TDy .
\]

The forces \(g_c\) and \(g_v\) are proportional to the matrix elements of \(w\) between occupied and empty orbitals. A constant contributes nothing to them, since these orbitals are orthogonal. Terms of order \(\lambda\) in the curvatures \(A,B,D\) would affect the energy only at third order.

First minimize over \(y\) at fixed \(\kappa\):

\[
y=-D^{-1}(\lambda g_v+B^T\kappa).
\]

Inserting this adds \(-\tfrac12(\lambda g_v+B^T\kappa)^TD^{-1}(\lambda g_v+B^T\kappa)\). Collecting powers of \(\kappa\) gives

\[
E(\kappa)=E_{\rm frozen}+\lambda\tilde g^T\kappa+\tfrac12\kappa^T\tilde A\kappa,
\]
\[
\tilde g=g_c-BD^{-1}g_v,\qquad \tilde A=A-BD^{-1}B^T .
\]

The value at \(\kappa=0\) is the frozen-core energy. The minimum lies at \(\kappa=-\lambda\tilde A^{-1}\tilde g\), so

\[
E_{\rm frozen}-E_{\rm relaxed}=\tfrac12\lambda^2\,\tilde g^T\tilde A^{-1}\tilde g\ge0 .
\]

The second part of \(\tilde g\) is the force that the responding valence shell exerts on the core. The result holds for weak perturbations and a stable minimum that changes smoothly; near a change of electronic configuration it can fail.

## A common shift is no certificate either

The manganese data also warn against the opposite inference. The 3s and 3p levels shift almost as the inner levels do. Yet freezing the larger [Ar] core, which includes them, raises the error to \(4.6\times10^{-4}\,E_{\rm h}\), or \(0.013\) eV. That is 300 times the [Ne] error, with no warning from the shifts. It is still only \(6\times10^{-4}\) of the double ionization energy; whether it is acceptable depends on the accuracy required.

Two environments of Mn²⁺ separate shift and error more sharply. In both, the [Ar] core of the free ion is frozen.

The first is a model of surrounding ligands: six charges of \(-1/3\) at \(R=4\) bohr, forming an octahedron. At the centre they give

\[
6\times\frac{1/3}{4}=0.5\,E_{\rm h}.
\]

Inside the octahedron the potential can be expanded in multipoles. Inversion symmetry removes the odd terms. The quadrupole term is proportional to \(\sum_i[3(\mathbf n_i\cdot\hat{\mathbf r})^2-1]=6-6=0\), where \(\mathbf n_i\) are the six directions. The first nonuniform term thus varies as \(r^4/R^5\). The 1s level rises by \(0.499\,E_{\rm h}\), and the frozen-core error in this basis is \(7\times10^{-7}\,E_{\rm h}\). A term of fourth order mixes s with g and p with f and h orbitals. The basis has one f function and no g or h functions, so it describes this mixing only in part. The computed value is therefore too small; a full set of higher angular functions raises it about twelvefold, to \(9\times10^{-6}\,E_{\rm h}\). The error grows as the square of the charges: to second order, six charges of \(-2\) at 4.2 bohr give about \(2\times10^{-4}\,E_{\rm h}\), and point charges omit the overlap with real ligands.

The second environment is a uniform field \(F\), with \(v=Fz\). By parity \(\langle\varphi|z|\varphi\rangle=0\), so there is no first-order shift, but \(z\varphi\) is not zero and the orbital is polarized. At \(F=0.04\) atomic units the 1s level moves by just \(-0.0015\,E_{\rm h}\), while the error is \(4.3\times10^{-4}\,E_{\rm h}\). Compared with the octahedron, the shift in this basis is about 340 times smaller and the error 600 times larger. The second factor is inflated by the missing angular functions (with them it is about 40); only the direction of the contrast, a far smaller shift with a far larger error, should be taken from it.

Halving the field reduces the error to \(1.08\times10^{-4}\,E_{\rm h}\). The ratio is 4.00, as the quadratic law requires. Strictly, an atom in a uniform field has no bound state; the finite basis describes the polarized, localized one.

These numbers give a rough, basis-dependent scale for Mn²⁺ with a frozen [Ar] core next to a charged neighbour. Write the error as \(\tfrac12\Delta\alpha F^2\), where \(\Delta\alpha\) is the polarizability lost by freezing the core. Then

\[
\Delta\alpha=\frac{2(4.31\times10^{-4})}{(0.04)^2}=0.54\ \text{bohr}^3 .
\]

This value is not converged in the basis; additional higher angular functions lower it to about \(0.47\ \text{bohr}^3\). A neighbour of charge \(Q\) at distance \(R\) produces a potential of magnitude \(|Q|/R\) and a field of magnitude \(|Q|/R^2\). To leading order in the field, it therefore gives

\[
|\text{shift}|\approx\frac{|Q|}{R},\qquad
\text{frozen-core error}\approx\frac{\Delta\alpha\,Q^2}{2R^4}.
\]

A unit charge at 5 bohr has \(F=1/25=0.04\). It shifts the core levels by about \(0.2\,E_{\rm h}\), but the estimated error is \(4.3\times10^{-4}\,E_{\rm h}\). Several neighbours add their potentials, while their fields may cancel, as in the octahedron. The estimate neglects higher multipoles and overlap of the neighbour with the core. With \(\Delta\alpha=0.47\ \text{bohr}^3\) the dipole term for the unit charge is \(3.8\times10^{-4}\,E_{\rm h}\), and the higher multipoles of a point charge add about a tenth.

To judge a frozen core, one should therefore compare energy differences computed with frozen and with relaxed core orbitals. Unequal shifts of core levels on one atom do show that the added potential is not the same constant for all of them. Even then, the size of the error depends on the matrix elements to empty orbitals and on the stiffness of the core, which the level shifts do not reveal. The numerical check evaluates the bounds, the interaction identity and the frozen-core energies used here.

## Computed results

```
Model: hydrogenic 1s, Z = 3, shell charge -1
R=0.5 bohr: 1/R=2.0000, shift=1.716062 Eh, penetration=2.489e-01 Eh, sin=1.05e-01
R=1.0 bohr: 1/R=1.0000, shift=0.989449 Eh, penetration=9.915e-03 Eh, sin=1.39e-02
R=2.0 bohr: 1/R=0.5000, shift=0.499978 Eh, penetration=2.150e-05 Eh, sin=2.93e-04
Mn and Mn2+: UHF, uncontracted even-tempered 16s10p6d1f
E(Mn) = -1149.784043 Eh; E(Mn2+) = -1149.024477 Eh
1s level: Mn -240.53563, Mn2+ -241.18796, shift -0.65233 Eh
2s level: Mn -29.11669, Mn2+ -29.75690, shift -0.64021 Eh
2p level: Mn -24.81632, Mn2+ -25.46035, shift -0.64403 Eh
3s level: Mn -3.81898, Mn2+ -4.45730, shift -0.63832 Eh
3p level: Mn -2.48091, Mn2+ -3.12654, shift -0.64564 Eh
mean [Ne]-core shift = -0.64493 Eh = -17.549 eV
range of 1s,2s,2p shifts = 0.01212 Eh
4s-pair potential at nucleus = 0.75479 Eh
1s alpha: mean=0.74260, spread=0.00111, gap=211.3685 Eh
  sin=4.51e-06, bound=5.23e-06; level minus mean rule=4.71e-09, bound=5.78e-09 Eh
2s alpha: mean=0.72619, spread=0.00226, gap=4.2982 Eh
  sin=7.81e-05, bound=5.25e-04; level minus mean rule=1.56e-07, bound=1.18e-06 Eh
3s alpha: mean=0.69108, spread=0.00398, gap=1.2905 Eh
  sin=7.95e-04, bound=3.09e-03; level minus mean rule=2.60e-06, bound=1.23e-05 Eh
[Ne]-4s interaction: from core 7.326273, from 4s 7.326273 Eh
relaxed double ionization = 0.759566 Eh = 20.6688 eV
[Ne] frozen: error=1.531e-06 Eh = 4.167e-05 eV, core-space change=1.02e-07 electrons
mean [Ne] shift with frozen orbitals = -0.64532 Eh
[Ar] frozen: error=4.607e-04 Eh = 1.254e-02 eV, core-space change=1.58e-04 electrons
Mn2+ in six charges of -0.3333 e at 4.0 bohr, [Ar] frozen
cage: central potential=0.50000, 1s shift=0.49931 Eh, error=7.152e-07 Eh
field 0.02 a.u.: 1s shift=-3.659e-04 Eh, [Ar] error=1.079e-04 Eh
field 0.04 a.u.: 1s shift=-1.483e-03 Eh, [Ar] error=4.314e-04 Eh
error ratio on doubling the field = 3.9967
```
